# Rice's Formula for the Density of Gap Closures in Rough Trenches, part 2

We seek $\nu$, the mean number of closures beginning per unit length of a resist trench. Its width, or gap, $g(x)$ is a stationary Gaussian process with mean $g_0$, autocovariance $R(\tau)$, variance $\lambda_0$ and slope variance $\lambda_2=-R''(0)$. A closure is a maximal stretch with $g\le c$. Lengths are in nm, so $\lambda_2$ is dimensionless. Write $m=g_0-c$, $u=m/\sqrt{\lambda_0}$, $\kappa=\sqrt{\lambda_2/\lambda_0}$; $\varphi$ and $\Phi$ are the standard normal density and distribution function.

For $V_h=[g(x+h)-g(x)]/h$,

$$
\langle V_h^2\rangle=\frac{2[R(0)-R(h)]}{h^2},\qquad
\langle [g(x)-g_0]V_h\rangle=\frac{R(h)-R(0)}{h}.
\tag{4}
$$

With $N$ downcrossings of $c$ in length $L$, and $p$ the joint density of width and slope,

$$
\nu=\frac{\langle N\rangle}{L}=\lim_{h\to0}\frac{1}{h}\,P\big[g(0)>c,\;g(h)\le c\big].
\tag{8}
$$

$$
p(c,v)=\frac{e^{-(c-g_0)^2/2\lambda_0}}{\sqrt{2\pi\lambda_0}}\;\frac{e^{-v^2/2\lambda_2}}{\sqrt{2\pi\lambda_2}} .
\tag{11}
$$

$$
\frac{1}{\sqrt{2\pi\lambda_2}}\int_0^\infty w\,e^{-w^2/2\lambda_2}\,dw
=\frac{\lambda_2}{\sqrt{2\pi\lambda_2}}=\sqrt{\frac{\lambda_2}{2\pi}} .
\tag{12}
$$

Rice's formula and its sensitivities are

$$
\boxed{\;\nu=\frac{1}{2\pi}\sqrt{\frac{\lambda_2}{\lambda_0}}\;
\exp\!\left[-\frac{(g_0-c)^2}{2\lambda_0}\right]=\frac{\kappa}{2\pi}\,e^{-u^2/2}\;}
\tag{13}
$$

$$
\left(\frac{\partial\ln\nu}{\partial\ln\sqrt{\lambda_0}}\right)_{\kappa,m}=u^2,\qquad
\left(\frac{\partial\ln\nu}{\partial\ln\kappa}\right)_{\lambda_0,m}=1,\qquad
\left(\frac{\partial\ln\nu}{\partial m}\right)_{\lambda_0,\kappa}=-\frac{u}{\sqrt{\lambda_0}} .
\tag{14}
$$

The mean closure length, its large-$u$ form, and a bound are

$$
\bar\ell=\frac{\Phi(-u)}{\nu}.
\tag{15}
$$

$$
\bar\ell\simeq\frac{\varphi(u)/u}{(\kappa/2\pi)\sqrt{2\pi}\,\varphi(u)}=\frac{\sqrt{2\pi}}{u\,\kappa}.
\tag{17}
$$

$$
P(\text{at least one closure on }L)\le \Phi(-u)+\nu L .
\tag{18}
$$

Slow Gaussian drift of the mean, variance $s^2$, gives

$$
\nu_s=\frac1{2\pi}\sqrt{\frac{\lambda_2}{\lambda_0+s^2}}\;\exp\!\left[-\frac{m^2}{2(\lambda_0+s^2)}\right].
\tag{20}
$$

A gap of skewness $\gamma$ is mapped from a Gaussian $z(x)$ with zero mean, unit variance and slope variance $\kappa^2$; for small $a<0$, the latent level is $-u'$:

$$
g=g_0+\sqrt{\lambda_0}\,\frac{z+a(z^2-1)}{\sqrt{1+2a^2}} ,
\tag{21}
$$

$$
\gamma=\frac{6a+8a^3}{(1+2a^2)^{3/2}} .
\tag{22}
$$

$$
u'+|a|(u'^2-1)=u\sqrt{1+2a^2} .
\tag{23}
$$

$$
\nu_\gamma=\frac{\kappa}{2\pi}\,e^{-u'^2/2}.
\tag{24}
$$

Two independent, equal edges give an unsmoothed gap autocovariance $Ve^{-|\tau|/\xi}$, with correlation length $\xi$ and spectrum

$$
S_0(k)=\frac{V}{2\pi}\int_{-\infty}^{\infty}e^{-|\tau|/\xi}\cos(k\tau)\,d\tau
=\frac{V}{\pi}\,\frac{\xi}{1+k^2\xi^2}.
\tag{25}
$$

Gaussian blur of standard deviation $b$ makes the spectrum $S=S_0e^{-k^2b^2}$. With $q=k\xi$, $a_b=b/\xi$,

$$
\lambda_0=V\,E(a_b),\qquad E(a)=\frac1\pi\int_{-\infty}^{\infty}\frac{e^{-a^2q^2}}{1+q^2}\,dq .
\tag{26}
$$

$$
e^{-a^2}E(a)=1-\frac{2}{\sqrt\pi}\int_0^a e^{-y^2}\,dy=\operatorname{erfc}(a),
\qquad E(a)=e^{a^2}\operatorname{erfc}(a).
\tag{28}
$$

$$
\lambda_2=\frac{V}{\xi^2}\,\frac1\pi\int_{-\infty}^{\infty}\frac{q^2e^{-a_b^2q^2}}{1+q^2}\,dq
=\frac{V}{\xi^2}\left[\frac{1}{a_b\sqrt\pi}-E(a_b)\right].
\tag{29}
$$

$$
\kappa^2=\frac1{\xi^2}\left[\frac{1}{a_b\sqrt\pi\,E(a_b)}-1\right].
\tag{30}
$$

### What sets the curvature

For weak blur, $b\ll\xi$, $E\to1$ and the first term of (30) dominates:

$$
\kappa^2\simeq\frac{1}{\sqrt\pi\,\xi\,b}.
\tag{31}
$$

The wavenumber that counts closures is then fixed by the correlation length and the blur together. For strong blur, $b\gg\xi$, the spectrum (25) is flat over the range that survives, $S\propto e^{-k^2b^2}$, and its mean square wavenumber is $1/(2b^2)$; the correlation length drops out.

At fixed gap variance and margin, $\nu$ is proportional to $\kappa$, and (31) makes it grow as $b^{-1/2}$ when the blur is reduced. For $\xi=15$ nm, equation (30) gives $\kappa=0.089$, $0.190$ and $0.386\ \mathrm{nm^{-1}}$ at $b=4$, $1$ and $0.25$ nm. Each fourfold reduction of the blur raises $\kappa$ by a factor close to the limiting value of 2.

Without any blur, the count depends on the sampling step $d$. From (4), the difference quotient then has the variance $2\lambda_0(1-e^{-d/\xi})/d^2\simeq2\lambda_0/(\xi d)$. For steps so short that the width changes little compared with $\sqrt{\lambda_0}/u$, this variance takes the place of $\lambda_2$ in the slope integral (12), and the counted density is

$$
\nu_d\simeq\frac1{2\pi}\sqrt{\frac{2}{\xi d}}\;e^{-u^2/2}.
\tag{32}
$$

It grows without limit as $d^{-1/2}$. Direct integration of the two-point Gaussian probability in (8), at the level $u=6.66$ of the example below, confirms this: reducing $d$ from $0.001$ to $0.00025$ nm raises the counted density by a factor of $2.000$. A closure density quoted for a purely exponential correlation is thus a property of the sampling step.

### A worked example

Consider a dense pattern of 28 nm pitch with a mean gap $g_0=14$ nm. After smoothing, each edge has a standard deviation of 0.85 nm, with $\xi=15$ nm and $b=4$ nm. Gaps of $c=6$ nm or less are taken not to transfer.

The two independent edges give

$$
\lambda_0=2(0.85\ \mathrm{nm})^2=1.445\ \mathrm{nm^2},\qquad \sqrt{\lambda_0}=1.202\ \mathrm{nm}.
\tag{33}
$$

With $a_b=4/15=0.2667$, equation (28) gives $E=0.7581$, and hence $V=1.445/0.7581=1.906\ \mathrm{nm^2}$. Equation (29) then gives

$$
\lambda_2=\frac{1.906}{15^2}\left[\frac{1}{0.2667\sqrt\pi}-0.7581\right]=0.0115,
\qquad \kappa=\sqrt{\frac{0.0115}{1.445}}=0.0892\ \mathrm{nm^{-1}} .
\tag{34}
$$

The root-mean-square slope of the gap is about 0.11. The margin is 8 nm, so $u=8/1.202=6.655$ and $e^{-u^2/2}=2.41\times10^{-10}$. Rice's formula yields

$$
\nu=(0.0142\ \mathrm{nm^{-1}})(2.41\times10^{-10})=3.4\times10^{-12}\ \mathrm{nm^{-1}}=3.4\times10^{-3}\ \mathrm{m^{-1}} .
\tag{35}
$$

One square centimetre of this pattern holds $1\ \mathrm{cm^2}/28\ \mathrm{nm}=3571$ m of trench, and therefore about 12 closures on average. Their mean length from (15) is 4.1 nm; the leading-order form (17) gives 4.2 nm.

Literal contact, $c=0$, is another matter. There $u=11.6$ and $\nu=5\times10^{-32}\ \mathrm{nm^{-1}}$, which is zero for every practical purpose. In this model the edges do not meet; closures come from gaps that are too narrow to transfer.

### Numerical tests of the formula

The formula can be tested at the rare level of the example without waiting for rare events, because the step probability in (8) is a one-dimensional integral for any finite step. At $u=6.655$, the step probability divided by the step differs from (13) by $-0.26\%$, $-0.065\%$ and $-0.016\%$ of the Rice value for steps of 0.4, 0.2 and 0.1 nm. The difference falls by a factor of four at each halving, as an error of second order in the step does.

A simulation tests the whole construction at levels where closures are frequent. Pairs of independent edges with the example's parameters were generated at 0.5 nm spacing, to a total of 4.2 mm of trench. The results, with one standard error, are:

- At $u=1$, the density is $(8.57\pm0.04)\times10^{-3}\ \mathrm{nm^{-1}}$; Rice's formula gives $8.61\times10^{-3}$.
- At $u=2$, it is $(1.906\pm0.023)\times10^{-3}\ \mathrm{nm^{-1}}$; the formula gives $1.922\times10^{-3}$.
- At $u=2$, the mean closure length is 11.9 nm; equation (15) gives 11.8 nm.
- Where the gap lies within $0.1\sqrt{\lambda_0}$ of the $u=2$ level, the slope variance is 0.0116; over the whole line it is 0.0115. The agreement is what the independence of width and slope, used in (11), requires.

The simulation also shows what the bound (18) is worth. Of blocks 100 nm long, a fraction 0.191 contains a closed point at $u=2$, while the bound is 0.215. The bound exceeds the fraction because some blocks meet more than one closure.

### How far the neglected effects move the number

At $u=6.655$ the first sensitivity in (14) is $u^2=44$. With $\kappa$ and the margin fixed, an error of 1% in the standard deviation changes $\ln\nu$ by about 0.44. Small corrections to the model therefore have large consequences. Each of the following is applied alone to the example.

**Slow drift of the mean gap.** A drift with standard deviation $s=0.3$ nm raises the variance from 1.445 to 1.535 nm². Equation (20) gives an increase of $\nu$ by a factor of 3.6. Most closures then come from regions where the mean gap happens to be small.

**Skewness.** Let the gap follow the map (21) with the skewness $\gamma=-0.1$, the same variance and the same latent $\kappa$. Equation (22) gives $a\approx-0.0167$, and (23) lowers the level from $u=6.655$ to $u'=6.061$. The density rises by

$$
\frac{\nu_\gamma}{\nu}=\exp\!\left[\frac{6.655^2-6.061^2}{2}\right]\approx44 .
\tag{36}
$$

The first-order estimate $|a|u(u^2-1)\approx4.8$ for the logarithm is too large here; the full value is 3.8. The factor of 44 belongs to the map (21), not to the skewness alone. Adding a term $h(z^3-3z)$ with $h=\pm0.002$ to the numerator of (21), with variance and skewness restored to the same values, moves the excess kurtosis only from 0.013 to 0.062 or $-0.034$, yet changes the factor to about 240 or 3.4. The mapping itself was tested by simulation at a frequent level. With $a=-0.1$ and $u=2$, the density found is $(2.79\pm0.03)\times10^{-3}\ \mathrm{nm^{-1}}$, against $2.83\times10^{-3}$ from (24) and $1.92\times10^{-3}$ for a Gaussian gap.

**The smallest transferable gap.** Raising $c$ by 0.5 nm, to 6.5 nm, raises $\nu$ by a factor of 15. A closure density has little meaning until this threshold is known to a fraction of a nanometre.

**Correlated edges.** If the facing edges have a correlation coefficient $r$, and their cross-covariance has the same shape as the autocovariance of each, the gap autocovariance is multiplied by $1-r$. Then $\kappa$ is unchanged and $u^2$ becomes $u^2/(1-r)$. Edges that move together, $r>0$, protect the gap; edges that move oppositely endanger it.

### What the measurement does to the estimate

The moments $\lambda_0$ and $\lambda_2$ must be estimated from images, and the imaging changes them in two opposite ways.

Averaging along the line, by the beam or by a filter, acts as further blur. For a Gaussian average of standard deviation $s_m$ the spectrum gains a factor $e^{-k^2s_m^2}$, so that

$$
b^2\;\to\;b^2+s_m^2
\tag{37}
$$

in (26) and (29), with $V$ and $\xi$ unchanged. For $s_m=3$ nm the effective blur is 5 nm. The apparent variance falls from 1.445 to 1.358 nm², and the apparent slope variance from 0.0115 to 0.0083. The inferred closure density is 0.21 times the true one. Most of this loss comes from the exponential, which contributes a factor of 0.24; the change of $\kappa$ contributes 0.88.

Noise in the detected edge positions works the other way. Let each pixel of length $d$ carry independent noise that adds a variance $N$ to the gap. In the difference of neighbouring pixels the two noise terms are independent, so their variances add:

$$
\lambda_0\to\lambda_0+N,\qquad
\langle V_d^2\rangle=\frac{2[R(0)-R(d)]}{d^2}+\frac{2N}{d^2}\simeq\lambda_2+\frac{2N}{d^2}.
\tag{38}
$$

The last form holds when $d$ is short compared with the scale on which the smoothed edge bends. The noise term diverges as the pixel shrinks, because white noise has no finite slope variance.

Take a noise of 0.3 nm per edge and $d=1$ nm. Then $N=2(0.3)^2=0.18\ \mathrm{nm^2}$, and the apparent variance is 1.625 nm². The apparent slope variance is $0.0115+0.36=0.37$, about thirty times the true one. Inserted in (13) without correction, these values give a closure density 62 times too large, of which a factor of 11.6 comes from the exponential and 5.4 from the prefactor.

The noise must therefore be subtracted from both moments, and the subtraction is delicate for the slope. An error of 1% in $N$ leaves an error of 0.0036 in $\lambda_2$, which is 31% of its value. Because $\lambda_2$ enters through a square root, this changes $\nu$ by about 15 to 17%, against about 3% from the same error in the variance. Subtracting 3% too much lowers $\nu$ fourfold, and slightly more leaves no positive $\lambda_2$ at all. For $u\gg1$ and equal relative errors in the two moments the variance matters more, but an error in $N$ here acts mainly through the slope.

### The model beside real patterning

The pitch, edge roughness, correlation length and blur of the example are rough values in the regime of extreme-ultraviolet line and space patterns. The edge value corresponds to a three-sigma roughness of about 2.6 nm. The threshold of 6 nm is the least certain input, since it depends on the resist profile and on the etch that follows; it was chosen for the example, not measured.

The assumption most likely to fail in a real resist is the Gaussian tail. Edge positions result from finite numbers of absorbed photons and chemical events, and a bridge of undissolved resist need not be an extreme displacement of two otherwise ordinary edges. Roughness measurements establish the distribution near its centre, whereas (13) is evaluated here almost seven standard deviations away. The quadratic map with skewness $-0.1$ considered above already moves the result by a factor of 44, other tails with the same skewness move it by different factors, and a separate population of defects could add a density unrelated to $\lambda_0$ and $\lambda_2$. The 12 closures per square centimetre are accordingly an extrapolation of the Gaussian model, uncertain by orders of magnitude, and not a forecast of a defect count.

Within its assumptions the formula still supports a comparison of processes. At fixed threshold and fixed distribution shape, a wider mean gap or a smaller variance reduces closures exponentially, while a change of correlation curvature at fixed variance acts in proportion to $\kappa$. More blur at fixed $V$ and $\xi$ lowers the variance, and it also lowers the root-mean-square wavenumber $\kappa$, because it suppresses large wavenumbers most. It therefore reduces closures through both factors of (13), provided that it leaves the mean gap and the threshold unchanged. This is a statement about smoothing a given roughness, not a rule for choosing a resist: chemical blur also weakens the contrast of the latent image, which can increase $V$ and offset or reverse the gain. The numerical output that follows lists the main values used in this section.

## Computed results

```
INPUTS (rough values)
pitch, mean gap, smallest gap: 28, 14, 6 nm
edge standard deviation: 0.85 nm
correlation length xi, blur b: 15, 4 nm
EXAMPLE
ratio a = b/xi: 0.2667
exp(a^2) erfc(a): 0.7581
raw gap variance V: 1.9060 nm^2
gap variance lambda0: 1.4450 nm^2
gap standard deviation: 1.2021 nm
slope variance lambda2: 0.01150 (dimensionless)
kappa: 0.08921 1/nm
kappa/(2 pi): 0.01420 1/nm
margin: 8.0 nm, u: 6.6551
exp(-u^2/2): 2.4122e-10
closure density nu: 3.4249e-12 1/nm = 3.4249e-03 1/m
trench length per area: 3571.4 m/cm^2
closures per area: 12.232 1/cm^2
mean closure length: 4.132 nm
literal contact (c=0): u = 11.646, nu = 4.993e-32 1/nm
TWO-POINT CHECK AT THE EXAMPLE LEVEL
step 0.4 nm: relative difference from Rice -2.586e-03
step 0.2 nm: relative difference from Rice -6.476e-04
step 0.1 nm: relative difference from Rice -1.620e-04
SIMULATION
total length: 4.194 mm
variance: 1.4471 nm^2; slope variance: 0.01148
slope variance near u=2 level: 0.01157
u=1: simulated 8.5652e-03 +- 4.2e-05, Rice 8.6119e-03 1/nm
u=2: simulated 1.9059e-03 +- 2.3e-05, Rice 1.9216e-03 1/nm
u=2 closure length: simulated 11.927, formula 11.839 nm
u=2, 100 nm blocks: hit fraction 0.1905, bound 0.2149
skewed map a=-0.1, level 2: simulated 2.7909e-03 +- 2.7e-05, formula 2.8252e-03 1/nm
ROLE OF THE BLUR (fixed gap variance)
b = 4.00 nm: kappa = 0.0892 1/nm
b = 1.00 nm: kappa = 0.1898 1/nm
b = 0.25 nm: kappa = 0.3858 1/nm
no blur, grid step cut 4 times: count grows by 2.0004
NEGLECTED EFFECTS: factor on nu
slow mean variation 0.3 nm: 3.554
skewness -0.1: 43.68 (latent level 6.0611)
threshold raised by 0.5 nm: 14.61
METROLOGY BIAS: factor on inferred nu
averaging 3 nm: variance 1.3576 nm^2, slope variance 0.00830, factor 0.2106
noise 0.3 nm per edge, pixel 1 nm: gap noise variance 0.180 nm^2
  apparent variance 1.6250 nm^2, slope variance 0.3715, factor 62.30
```
